\section*{Why first-order Breit shifts of alkali valence energies are poor}

\section{A shift that nearly disappears}

In a Dirac--Hartree--Fock (DHF) model of cesium, the Breit interaction raises the $6s$ orbital energy by $133.4\,\mu E_h$ if it is averaged over the unperturbed orbitals. If the core may readjust, the rise is $14.6\,\mu E_h$, about nine times smaller. For sodium $3s$ the two values are $26.3$ and $10.4\,\mu E_h$. (One $\mu E_h$ is $10^{-6}$ hartree.)

The missing part is not of second order in the Breit interaction. It is a first-order term that the simple average omits: the Breit interaction distorts the core, and the distorted core acts on the valence electron through the Coulomb interaction.

\section{The Breit potential of a closed core}

Gaussian units are used. The static Breit operator for two electrons is
\begin{equation}
B_{12}=-\frac{e^2}{2r_{12}}\left[\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2
+(\boldsymbol\alpha_1\!\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\!\cdot\hat{\mathbf r}_{12})\right].
\end{equation}
With $\langle mb|B|nb\rangle=\int\!\!\int\phi_m^\dagger(1)\phi_b^\dagger(2)B_{12}\phi_n(1)\phi_b(2)$, core orbitals $b$ produce the mean-field potential
\begin{equation}
\langle m|V_B|n\rangle=\sum_b\left[\langle mb|B|nb\rangle-\langle mb|B|bn\rangle\right].
\end{equation}

The direct term contains the core current $\sum_b\phi_b^\dagger\boldsymbol\alpha\phi_b$. A closed shell holds each orbital together with its time-reversed partner $\tilde\phi=i\Sigma_y\phi^*$. Since $\Sigma_y\alpha_i\Sigma_y=-\alpha_i^*$, the partner has $\tilde\phi^\dagger\alpha_i\tilde\phi=-(\phi^\dagger\alpha_i\phi)^*=-\phi^\dagger\alpha_i\phi$, the last quantity being real. The currents cancel in pairs, and exchange alone remains. With $\mathbf j_{mb}=\phi_m^\dagger\boldsymbol\alpha\phi_b$, the two minus signs give
\begin{equation}
\langle m|V_B|n\rangle=\sum_b\int\!\!\int j_{mb,i}(1)\,K_{ij}\,j_{bn,j}(2),
\qquad K_{ij}=\frac{e^2}{2r}\left(\delta_{ij}+\hat r_i\hat r_j\right),
\end{equation}
where $\mathbf r=\mathbf r_{12}$ and repeated Cartesian indices are summed.

The sign of a diagonal element follows from a Fourier transform. Because $\partial_i\partial_j r=(\delta_{ij}-\hat r_i\hat r_j)/r$,
\begin{equation}
K_{ij}=e^2\left[\frac{\delta_{ij}}{r}-\frac12\partial_i\partial_j r\right].
\end{equation}
The transform of $1/r$ is $4\pi/k^2$. From $\nabla^2r=2/r$, that of $r$ is $-8\pi/k^4$. Replacing $\partial_i\partial_j$ by $-k_ik_j$ gives
\begin{equation}
K_{ij}(\mathbf k)=\frac{4\pi e^2}{k^2}\left(\delta_{ij}-\hat k_i\hat k_j\right).
\end{equation}
For $n=m$ we have $\mathbf j_{bm}=\mathbf j_{mb}^*$, so
\begin{equation}
\langle m|V_B|m\rangle=\sum_b\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi e^2}{k^2}
\left|\mathbf j_{mb}^{\perp}(\mathbf k)\right|^2\ge0 ,
\end{equation}
where $\perp$ marks the part perpendicular to $\mathbf k$. In this static mean-field model, the average of $V_B$ therefore cannot lower an orbital energy, for core and valence orbitals alike.

\section{The complete first-order shift}

Let $h$ be the one-electron Dirac operator with the nuclear potential, and let $V_C$ be the Coulomb direct and exchange potential of the core. The valence orbital is found in the field of the closed core, which it does not polarize. Multiply the Breit potential by a counting parameter $\lambda$:
\begin{equation}
F_\lambda=h+V_C[\lambda]+\lambda V_B[\lambda],\qquad
F_\lambda|v_\lambda\rangle=\varepsilon_v(\lambda)|v_\lambda\rangle .
\end{equation}
The brackets show that both potentials are built from core orbitals that depend on $\lambda$. Differentiate at $\lambda=0$, with a prime for the derivative and $F=F_0$:
\begin{equation}
(F-\varepsilon_v)|v'\rangle+(F'-\varepsilon_v')|v\rangle=0 .
\end{equation}
Multiply by $\langle v|$. The first term vanishes because $F$ is Hermitian and $\langle v|(F-\varepsilon_v)=0$. The change of the valence orbital itself thus drops out. In $F'$, the derivative of $\lambda V_B[\lambda]$ is $V_B+\lambda V_B'$, which is $V_B$ at $\lambda=0$. The derivative of $V_C$, written $\delta V_C$, survives:
\begin{equation}
\delta\varepsilon_v=\langle v|V_B|v\rangle+\langle v|\delta V_C|v\rangle .
\label{eq:shift}
\end{equation}

Both terms are linear in the Breit interaction. Doubling its strength doubles both and leaves their ratio unchanged, so the weakness of the interaction is no reason to drop the second term. The ratio depends on the atom and the state and must be computed.

To express the second term, write $g=e^2/r_{12}$. The Coulomb average is
\begin{equation}
\langle v|V_C|v\rangle=\sum_b\left[\langle vb|g|vb\rangle-\langle vb|g|bv\rangle\right].
\end{equation}
Each core orbital occurs twice in each integral, and the two variations are complex conjugates. Hence
\begin{equation}
\langle v|\delta V_C|v\rangle=2\,\mathrm{Re}\sum_b
\left[\langle v\,\delta b|g|vb\rangle-\langle v\,\delta b|g|bv\rangle\right].
\label{eq:dv}
\end{equation}

\section{Coupled-perturbed equations for the core}

The core orbitals obey the same equation, since the self-interaction of orbital $b$ cancels between direct and exchange terms. Differentiation gives
\begin{equation}
(F-\varepsilon_b)|\delta b\rangle=-(V_B+\delta V_C-\varepsilon_b')|b\rangle .
\end{equation}
Project on an eigenstate $a$ of $F$ outside the core. The term with $\varepsilon_b'$ vanishes by orthogonality, and division by $\varepsilon_a-\varepsilon_b$ gives
\begin{equation}
\langle a|\delta b\rangle=
\frac{\langle a|V_B+\delta V_C|b\rangle}{\varepsilon_b-\varepsilon_a}.
\label{eq:cp}
\end{equation}

Components of $\delta b$ along other core orbitals are not needed. If $c_{b'b}=\langle b'|\delta b\rangle$, orthonormality requires $c_{b'b}+c_{bb'}^*=0$. Their contribution to the change of $\sum_b|b\rangle\langle b|$ is $\sum_{bb'}(c_{b'b}+c_{bb'}^*)|b'\rangle\langle b|=0$, and $V_C$ depends on the core only through this sum.

Because $\delta V_C$ depends on the $\delta b$, equation~\eqref{eq:cp} is solved by iteration. Setting $\delta V_C=0$ on its right-hand side gives the uncoupled response. Iterating until the valence shifts settle gives the coupled response, which belongs in equation~\eqref{eq:shift}.

\section{How large the terms are}

The numbers below come from DHF calculations with the closed cores of Na$^+$ and Cs$^+$. The radial functions were expanded in kinetically balanced B-splines in a sphere of radius 50 bohr, and the nuclear charge was a Gaussian distribution. The sums over $a$ ran over the whole spline spectrum outside the core, including negative-energy states. Correlation, frequency dependence of the Breit interaction, radiative corrections and nuclear recoil are left out.

Shifts in $\mu E_h$ are:
\begin{center}
\begin{tabular}{lrrrr}
State & $\langle V_B\rangle$ & uncoupled & coupled & total\\
Na $3s$ & 26.3 & $-24.9$ & $-15.9$ & 10.4\\
Na $3p_{1/2}$ & 12.7 & $-8.1$ & $-5.0$ & 7.7\\
Na $3p_{3/2}$ & 8.8 & $-8.9$ & $-6.3$ & 2.5\\
Cs $6s$ & 133.4 & $-223.2$ & $-118.8$ & 14.6\\
Cs $6p_{1/2}$ & 68.4 & $-67.8$ & $-34.2$ & 34.2\\
Cs $6p_{3/2}$ & 49.4 & $-66.2$ & $-36.3$ & 13.1
\end{tabular}
\end{center}
The third and fourth columns are values of $\langle v|\delta V_C|v\rangle$. The total is the sum of $\langle V_B\rangle$ and the coupled value. For sodium $3s$,
\begin{equation}
26.3-15.9=10.4\,\mu E_h ,
\end{equation}
or $2.3\,\mathrm{cm}^{-1}$, against $5.8\,\mathrm{cm}^{-1}$ without relaxation. For cesium $6s$ the total is $3.2\,\mathrm{cm}^{-1}$, against $29.3\,\mathrm{cm}^{-1}$. In these six states the relaxation has the opposite sign to the average $\langle V_B\rangle$ and between 40\% and 89\% of its size.

\section{Why the core matters so much}

The Breit potential acts much more strongly on the core than on the valence electron. In sodium its average is $1012\,\mu E_h$ for $2p_{3/2}$ and $1442\,\mu E_h$ for $2p_{1/2}$, roughly 40 and 55 times the $3s$ value. These averages indicate the strength of $V_B$ in the core; the response is driven by its matrix elements between core and outside states. In equation~\eqref{eq:cp} those elements are small compared with the excitation energies that divide them, so the distortion is small. Equation~\eqref{eq:dv} then passes the distortion on through the Coulomb interaction, which is far stronger than the Breit interaction. A strong source, a small distortion and a strong coupling together can give a term comparable to the weak valence average $\langle v|V_B|v\rangle$.

The sign can be understood from the direct Coulomb part. A spherical shell of one electron charge at radius $a$ gives another electron the potential energy $e^2/\max(r,a)$. Moving the shell outward lowers this energy inside the new radius and leaves it unchanged outside. An expanding core therefore screens the nucleus less from an electron that penetrates it, and the valence level falls.

The computed cores do expand in the mean: $\sum_b\langle r^2\rangle_b$ grows by 0.035\% in sodium and 0.10\% in cesium. In sodium $3s$ the direct part of the relaxation is $-17.1\,\mu E_h$ and the exchange part $+1.2\,\mu E_h$. In cesium $6s$ they are $-116.5$ and $-2.3\,\mu E_h$. Reduced screening thus accounts for most of the effect in both $s$ states.

The symmetry that contains the shell with the largest Breit average is not the one that contributes most. In sodium the average of $V_B$ is $18.7\,mE_h$ for $1s$, yet the changes of all core $s$ orbitals contribute $-1.2\,\mu E_h$ to the $3s$ relaxation, while those of the $2p$ orbitals contribute $-14.8\,\mu E_h$. In cesium $6s$ the $p$ shells give $-93.6$, the $d$ shells $-21.4$ and the $s$ shells $-3.8\,\mu E_h$. These sums are resolved by symmetry only, not shell by shell. The $s$ sums also contain the outer core orbitals $2s$ (Na) and $5s$ (Cs), whose averages of $V_B$, $1162$ and $2594\,\mu E_h$, are comparable to those of the outer $p$ orbitals. The reason for the small $s$ contribution is not determined by these numbers.

\section{The uncoupled estimate is not enough}

One pass through equation~\eqref{eq:cp} gives too large a relaxation in all six states. For cesium $6s$ it would leave $133.4-223.2=-89.8\,\mu E_h$, which has the wrong sign. The sign is also wrong for Na $3p_{3/2}$ and Cs $6p_{3/2}$.

The shell argument suggests why coupling reduces the response. When the core expands, its own electrons also feel less repulsion at small radius, and this draws them back inward. In cesium $6s$ the feedback removes almost half of the uncoupled relaxation.

\section{Consequences for energy differences}

Relaxation changes transition energies as well. For $6s\to6p_{1/2}$ in cesium, the unrelaxed average changes the orbital-energy difference by
\begin{equation}
68.4-133.4=-65.0\,\mu E_h ,
\end{equation}
whereas the complete first-order result is
\begin{equation}
34.2-14.6=+19.6\,\mu E_h .
\end{equation}
Relaxation reverses the sign and reduces the size by a factor of about three. In all four $s\to p$ differences that can be formed within one atom of the table, the complete shift is smaller in size than the unrelaxed one.

The fine-structure splitting is less sensitive. For $6p_{3/2}-6p_{1/2}$ the change is $-19.0\,\mu E_h$ without relaxation and $-21.1\,\mu E_h$ with it. For sodium $3p$ the values are $-3.9$ and $-5.2\,\mu E_h$. The simple average thus misses about 10\% and 24\% of the complete values, much less than for most of the separate levels.

\section{What to do in a calculation}

There are two consistent mean-field routes. One includes $V_B$ in the self-consistent equations for core and valence orbitals; the part of the resulting shift linear in $V_B$ is equation~\eqref{eq:shift}. The other keeps the Coulomb DHF orbitals and adds both terms of equation~\eqref{eq:shift}, the second being obtained from the coupled response of equation~\eqref{eq:cp}. Adding that response to energies from the first route would count it twice. Adding $V_B$ to the valence equation alone, with a frozen core, omits it.

The response should be well converged where the cancellation is strong. In cesium $6s$, a 1\% error in the relaxation is $1.2\,\mu E_h$, or 8\% of the total. Negative-energy states are unimportant for this quantity: leaving them out of the response changes the $s$-state relaxation by about 0.02\% in cesium and less in sodium. This says nothing about other properties.

Equation~\eqref{eq:shift} requires a distortion small enough for linear response. Without a core both terms vanish. For a valence orbital that stays outside the core, both become small: $V_B$ and Coulomb exchange need overlap with core orbitals, and a spherical redistribution of core charge leaves the outside potential unchanged. Their ratio is not fixed by this argument.

Correlation changes both the valence density near the nucleus and the response of the core. When the mean-field terms cancel as closely as in cesium $6s$, even a modest correlation correction to either can alter the total considerably. The value of $14.6\,\mu E_h$ is therefore a DHF result, not a prediction of the Breit contribution to the level of the real atom. A correlated calculation that starts from Coulomb orbitals must let $V_B$ act on the core as well as on the valence electron; one that starts from orbitals made self-consistent with $V_B$ already contains the relaxation treated here.
